# Size inconsistency of tuned long-range corrected functionals: the NH₃–F₂ pair

An ammonia molecule and a fluorine molecule sit 50 bohr apart. Their densities do not overlap, so the energy of the pair should be the sum of the two molecular energies, and an excitation confined to F₂ should not depend on the presence of NH₃. A method with these properties is size consistent. The lowest excitation that moves an electron from NH₃ to F₂ is the kind of state for which long-range corrected functionals are used, with the range parameter tuned for the system at hand. It is tempting to believe that such a tuned functional is size consistent, since nothing in its form couples distant fragments. This pair shows that it is not.

## Definitions

Hartree atomic units are used, with the range parameter $\gamma$ in bohr$^{-1}$. With $u=|\mathbf r-\mathbf r'|$ the repulsion is split as $1/u=w_\gamma(u)+\operatorname{erfc}(\gamma u)/u$, where $w_\gamma=\operatorname{erf}(\gamma u)/u$. For a determinant with real orbitals, spin density matrices $P_\sigma(\mathbf r,\mathbf r')=\sum_i^{\rm occ}\phi_{i\sigma}(\mathbf r)\phi_{i\sigma}(\mathbf r')$ and density $n$,

$$E[P;\gamma]=T+E_{\rm es}[n]-\tfrac12\sum_\sigma\iint P_\sigma(\mathbf r,\mathbf r')^2\,w_\gamma(u)+E_x^{\rm SR}[n;\gamma]+E_c[n].\tag{1}$$

$E_{\rm es}$ is the classical electrostatic energy of electrons and nuclei, and the last two terms are semilocal; for the open-shell ions they depend on the two spin densities separately. For a system X with $N$ electrons, at fixed geometry,

$$J^0_X=\varepsilon_H(N)+E(N-1)-E(N),\qquad J^-_X=\varepsilon_H(N+1)+E(N)-E(N+1),$$

where $\varepsilon_H$ is the highest occupied level. IP tuning solves $J^0_X(\gamma)=0$, which makes $-\varepsilon_H$ equal to the ionization energy. Gap tuning minimizes $(J^0_X)^2+(J^-_X)^2$, with the second term dropped if the anion is unbound.

## The counter-example

The functional is LC-BLYP with variable $\gamma$. The donor D is NH₃ in the 6-31G basis (N–H 1.91 bohr, angle 107°) and the acceptor A is F₂ in 6-31+G (2.67 bohr). Both molecular axes lie along $z$, and the separation $R$ lies along $x$. Neutrals are spin restricted, ions unrestricted, and isolated F₂⁺ carries one $\pi_g$ hole in $D_{2h}$ symmetry. The tuning values for F₂, and the size errors that follow from them, refer to this symmetric ion. A determinant with the hole localized on one atom lies lower, by about $0.003$ Ha at $\gamma=0.716$, and tuning with it would give a smaller $\gamma_A$, near $0.70$. For the other ions the values refer to the self-consistent solutions reached from the orbitals of the neutral system; lower solutions were not searched for. Six decimals are kept so that sums can be followed; they are not converged values. A finer integration grid moves $E_A(\gamma_D)-E_A(\gamma_A)$ by $2\times10^{-5}$ Ha, and the F₂ LUMO and lowest singlet by about $1\times10^{-5}$ Ha. The basis matters far more: in aug-cc-pVDZ the tuned parameter of NH₃ drops from $0.534$ to about $0.47$. The size errors and shifts below depend on the tuned parameters, so they belong to these small bases and are not values for the real molecules. The program and its output follow the text.

**Tuning.** Between $\gamma=0.25$ and $1.05$ the tuning functions fall with $\gamma$, and they cross zero in different places. At $\gamma=0.52$, $J^0_D=+0.0027$ while $J^0_A=+0.0263$; at $0.68$ they are $-0.0224$ and $+0.0040$. The roots are $\gamma_D=0.5341$ and $\gamma_A=0.7160$. The pair, computed as one system at $R=50$, tunes to $0.5341$. Its cation, started by removing the top orbital of the neutral pair, leaves 18.0000 electrons on F₂: the hole is on NH₃, and the tuning condition sees only NH₃.

**Ground-state energy.** The separately tuned fragments give $-56.377243-199.159725=-255.536968$. The tuned pair gives $-255.555329$ at $R=50$ and at $R=100$. The size error is

$$\Delta E=-255.555329+255.536968=-0.018361\ \text{Ha}=-0.50\ \text{eV},$$

a spurious binding that does not decay with distance. With F₂ computed at $\gamma_D$, the sum is $-56.377243-199.178086=-255.555329$, the pair energy; the residuals are $-3\times10^{-9}$ at $R=50$ and $1\times10^{-11}$ at $R=100$, negligible against $\Delta E$. The whole error is $E_A(\gamma_D)-E_A(\gamma_A)$.

**Local excitation.** Singlets are computed in the Tamm–Dancoff approximation, from the outer-valence occupied orbitals (three on NH₃, five on F₂) into all virtuals; including all occupied orbitals lowers the F₂ singlet at $\gamma_D$ by $1\times10^{-4}$ Ha. The lowest singlet of isolated, tuned F₂ lies at $0.160027$. In the tuned pair it lies at $0.155097$ at both distances, which is the value for isolated F₂ at $\gamma_D$. A spectator that does not interact with F₂ shifts the excitation by $-0.004930$ Ha $=-0.13$ eV, 3% of the isolated tuned value.

**Charge transfer.** The HOMO(D)→LUMO(A) state lies at $0.302112$ Ha $=8.22$ eV for $R=50$ and at $0.312104$ for $R=100$. Fragment levels at $\gamma_D$ reproduce it: $\varepsilon_L^A-\varepsilon_H^D-1/R=-0.063099+0.385202-0.020000=0.302103$, and $0.312103$ for $R=100$. Separately tuned fragments predict $-0.043681+0.385202-0.020000=0.321521$. The two predictions differ by $-0.063099+0.043681=-0.019418$ Ha $=-0.53$ eV at every large $R$.

**Gap tuning.** The LUMO of NH₃ is positive in this basis; this is taken as the sign of an unbound anion (NH₃⁻ is not computed), so its anion term is dropped and its parameter stays $0.5341$. Gap-tuned F₂ has $0.627$. The pair has $0.5453$, different from both. Evaluated at $0.5452$, the minimum predicted from the fragment tuning functions, its size error relative to these two fragments is $-0.007985$ Ha $=-0.22$ eV.

## The correct statement

Let D and A be neutral closed-shell fragments with negligible overlap. Assume that, at the values of $\gamma$ considered, the self-consistent solutions of the pair and its ions are localized, with the hole on D and the extra electron on A. Assume also that the highest occupied level lies on D in the neutral pair and on A in its anion, and that $J^0_D$ has a simple root. As $R\to\infty$:

1. At any fixed $\gamma$ for which these assumptions hold, $E_{DA}\to E_D+E_A$.
2. $J^0_{DA}\to J^0_D$ and $J^-_{DA}\to J^-_A$. IP tuning gives $\gamma_{DA}\to\gamma_D$; gap tuning minimizes $(J^0_D)^2+(J^-_A)^2$.
3. With IP tuning, $\Delta E\to\int_{\gamma_A}^{\gamma_D}(\partial E_A/\partial\gamma)\,d\gamma$, the derivative taken at fixed orbitals.
4. In adiabatic Tamm–Dancoff response, local excitations of A tend to $\omega_A(\gamma_{DA})$, and $\omega_{CT}\to\varepsilon_L^A(\gamma_{DA})-\varepsilon_H^D(\gamma_{DA})-1/R$.

Under these assumptions the functional is size consistent at fixed $\gamma$; the rule that chooses $\gamma$ is not. With IP tuning the pair's parameter differs from that of one fragment only, the acceptor.

## Proof

**Additivity at fixed $\gamma$.** Take every occupied orbital on D or on A. Then $P_\sigma=P^D_\sigma+P^A_\sigma$, and $P_\sigma(\mathbf r,\mathbf r')=0$ for $\mathbf r$ on one fragment and $\mathbf r'$ on the other. $T$ is a sum over orbitals. The semilocal terms integrate local functions of $n$ and $\nabla n$ over disjoint regions, so they add. The exchange term adds because $P_\sigma^2$ has no interfragment part, however slowly $w_\gamma$ decays. Only $E_{\rm es}$ has a cross term, $q_Dq_A/R$ plus higher multipoles for net charges $q$, and it vanishes as $R\to\infty$ whenever one fragment is neutral.

This state is stationary. The Fock operator $\delta E/\delta P_\sigma$ consists of the kinetic operator, local potentials and the kernel $-P_\sigma(\mathbf r,\mathbf r')w_\gamma(u)$. Between an orbital on D and one on A, the first two need overlap and the third needs the interfragment part of $P_\sigma$, so all vanish. Within a fragment the operator is that of the isolated fragment plus the electrostatic potential of the other, which is $-q/R$ for an electron near a partner of charge $q$, plus higher multipoles. This proves 1.

**When the localized state is stable.** Rotate an occupied spin orbital $i$ on one fragment into an empty one $a$ of the same spin on the other: $\phi_i\to\phi_i\cos\theta+\phi_a\sin\theta$. Then

$$\delta P=\sin^2\theta\,(\phi_a\phi_a-\phi_i\phi_i)+\sin\theta\cos\theta\,[\phi_i(\mathbf r)\phi_a(\mathbf r')+\phi_a(\mathbf r)\phi_i(\mathbf r')].$$

The first part changes the energy by $\theta^2(\varepsilon_a-\varepsilon_i)$, by definition of the Fock operator. The second part vanishes at $\mathbf r=\mathbf r'$, so it leaves $n$ unchanged and enters only exchange. Its square contains two equal terms $\phi_i^2\phi_a^2$, giving $-\tfrac12\cdot2\,\theta^2(ii|w_\gamma|aa)$, with $(pq|w|rs)=\iint\phi_p\phi_q(\mathbf r)\,w\,\phi_r\phi_s(\mathbf r')$. For $\gamma R\gg1$, $w_\gamma$ differs from $1/u$ only by $\operatorname{erfc}(\gamma u)/u$, which is negligible between distant fragments, so at leading order

$$\delta E=\theta^2\,(\varepsilon_a-\varepsilon_i-1/R).$$

In D⁺···A the levels of A are lowered by $1/R$, which cancels the last term: the hole stays on D if the emptied level of isolated D⁺ lies above $\varepsilon_H^A$. Here $-0.388967>-0.595129$. In D···A⁻ the levels of D are raised by $1/R$, and the condition is $\varepsilon_L^D>\varepsilon_H(A^-)$. Here $\varepsilon_H(A^-)=J^-_A-EA_A=0.004082-0.053326=-0.049244$, with $EA_A=E(N)-E(N+1)$, and $\varepsilon_L^D$ is positive. In the neutral pair no level is shifted by a charged partner, and the condition is $\varepsilon_L^A-\varepsilon_H^D>1/R$, with the same condition for D and A exchanged. Both hold at $\gamma_D$, where $\varepsilon_L^A-\varepsilon_H^D=0.322103$. In these small bases the LUMO of F₂ falls below the HOMO of NH₃ as $\gamma\to0$ ($-0.229$ against $-0.178$ at $\gamma=0$), and the localized neutral pair is then unstable towards charge transfer at any large distance. This ordering depends on the basis: in aug-cc-pVDZ the two levels at $\gamma=0$ are $-0.216$ and $-0.223$, and the LUMO of F₂ stays just above. These are conditions for local stability against interfragment rotations. For identical fragments the emptied level can lie below the partner's HOMO; the hole then spreads, and statement 2 does not apply.

**Tuning functions.** Additivity for the ions gives $E_{DA}(N-1)-E_{DA}(N)\to(E_{D^+}+E_A)-(E_D+E_A)=E_{D^+}-E_D$, and the pair HOMO tends to $\varepsilon_H^D$, so $J^0_{DA}\to J^0_D$. A simple root moves continuously under a vanishing change of the function, hence $\gamma_{DA}\to\gamma_D$. Likewise $E_{DA}(N)-E_{DA}(N+1)\to E_A-E_{A^-}$, and the top level of the pair anion tends to $\varepsilon_H(A^-)$, so $J^-_{DA}\to J^-_A$. At $\gamma_D$ the pair gives $J^-=0.004080$ against $0.004082$ for isolated F₂.

The gap objective $G=(J^0_D)^2+(J^-_A)^2$ has $G'=2J^0_DJ^{0\prime}_D+2J^-_AJ^{-\prime}_A$. At $\gamma_D$ the first term vanishes, so $\gamma_D$ is stationary only if $J^-_A$ or its slope is zero there. Let $\gamma_{A^-}$ be the root of $J^-_A$ and linearize, $J^0_D\approx s_1(\gamma-\gamma_D)$, $J^-_A\approx s_2(\gamma-\gamma_{A^-})$. Then $G'=0$ reads $s_1^2(\gamma-\gamma_D)+s_2^2(\gamma-\gamma_{A^-})=0$, or

$$\gamma_{DA}\approx\gamma_D+\frac{s_2^2}{s_1^2+s_2^2}\,(\gamma_{A^-}-\gamma_D).$$

With $\gamma_{A^-}=0.5596$ and slopes taken midway between the roots, $s_1=-0.1796$ and $s_2=-0.1597$, the weight is $0.0255/(0.0323+0.0255)=0.44$ and $\gamma_{DA}\approx0.5341+0.44\times0.0255=0.545$, against $0.5453$ from the pair itself. The linear form can be trusted when the roots are close on the scale over which the slopes change.

**Size error.** By 1 and 2, $\Delta E=E_{DA}(\gamma_D)-E_D(\gamma_D)-E_A(\gamma_A)\to E_A(\gamma_D)-E_A(\gamma_A)$. Since $E_A(\gamma)=E[P(\gamma);\gamma]$ is stationary under changes of orthonormal orbitals, the change of $P$ contributes nothing at first order and $dE_A/d\gamma=\partial E/\partial\gamma|_P$. Integration gives 3.

Only exchange depends on $\gamma$, with $\partial_\gamma w_\gamma=(2/\sqrt\pi)e^{-\gamma^2u^2}$ and the opposite sign for the erfc part. Define the exact exchange hole by $n(\mathbf r)\,n_x(\mathbf r,\mathbf r')=-\sum_\sigma P_\sigma^2$, and write the semilocal term through a model hole, $E_x^{\rm SR}=\tfrac12\iint n\,n_x^{\rm mod}\operatorname{erfc}(\gamma u)/u$, with $n_x^{\rm mod}$ independent of $\gamma$. Then

$$\frac{dE}{d\gamma}=\frac1{\sqrt\pi}\iint n(\mathbf r)\,\big[n_x-n_x^{\rm mod}\big]\,e^{-\gamma^2u^2}.$$

Both holes are negative, so the long-range slope is negative and the short-range slope positive. At zero density gradient the model hole is that of the uniform gas, $-\tfrac92n[j_1(ku)/(ku)]^2$ with $k=(3\pi^2n)^{1/3}$; the program tests this by quadrature, which gives $-0.254888$ per electron for $n=0.5$, $\gamma=0.8$. In the uniform gas the two holes coincide and the energy does not depend on $\gamma$. In a molecule nothing forces the cancellation. For F₂ at $\gamma_D$ the slopes are $-7.39158$ and $+7.49297$, leaving $0.10139$ Ha·bohr, 1.4% of either. This slope times $\gamma_D-\gamma_A=-0.1819$ is $-0.0184$; three-point Gauss quadrature of the fixed-orbital slope gives $-0.018361$, equal to the size error of the pair. For gap tuning the same argument gives one such integral for each fragment.

**Excitations.** Perturb $\phi_i\to\phi_i+\sum_aX_{ia}\phi_ae^{-i\omega t}$ (relative to the stationary phase), dropping the $e^{+i\omega t}$ amplitudes, which is the Tamm–Dancoff approximation. Projecting the time-dependent equation on $\phi_a$ gives $\omega X_{ia}=(\varepsilon_a-\varepsilon_i)X_{ia}+\langle a|\delta F|i\rangle$, with $\delta F$ generated by $\delta P_\sigma=\sum_{jb}X_{jb}\phi_b(\mathbf r)\phi_j(\mathbf r')$. In a singlet both spins carry the same $X$, so $\delta n=2\sum X_{jb}\phi_j\phi_b$; the Hartree and adiabatic semilocal responses, with $f=\delta^2(E_x^{\rm SR}+E_c)/\delta n^2$, carry this factor 2. The exchange kernel $-\delta P_\sigma w_\gamma$ acts on one spin and has matrix element $-\iint\phi_a\phi_b(\mathbf r)\,w_\gamma\,\phi_j\phi_i(\mathbf r')$. So $\omega$ is an eigenvalue of

$$M_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)+2(ia|f|jb)-(ij|w_\gamma|ab).\tag{2}$$

The program builds (2) explicitly and tests it, for F₂, against an independent response operator.

For $ia$ and $jb$ both on A, every term is that of isolated A at the same $\gamma$. Between $ia$ on A and $jb$ on D, $(ij|w_\gamma|ab)$ and the $f$ term need overlap, and $(ia|jb)$ couples two chargeless transition densities, falling as $R^{-3}$. Local excitations therefore tend to $\omega_A(\gamma_{DA})$.

For $i$ on D and $a$ on A the product $\phi_i\phi_a$ vanishes, which removes the Hartree and $f$ terms. The remaining term $(ij|w_\gamma|ab)$ vanishes unless $j$ is on D and $b$ on A, so these states decouple from the local ones. Its monopole part is $\delta_{ij}\delta_{ab}/R$ by orthonormality. The diagonal element for HOMO→LUMO is $\varepsilon_L^A-\varepsilon_H^D-1/R$, which proves 4. The dropped de-excitation block, built from $(ia|jb)$, $(ia|f|jb)$ and $(ib|w_\gamma|ja)$, vanishes among these states for lack of overlap. Off-diagonal elements are of order $R^{-2}$ and shift $\omega$ at order $R^{-4}$ for a nondegenerate state. Charge–dipole corrections on the diagonal are in general of order $R^{-2}$; here symmetry forbids any dipole along $x$, so corrections start at $R^{-3}$. The residuals, $9\times10^{-6}$ and $1\times10^{-6}$, are compatible with that. The $-1/R$ term holds for every $\gamma$ with $\gamma R\gg1$; tuning acts on the constant.

## What the tuned constant does and does not fix

Compare $\omega_{CT}$ with the Mulliken value $IP_D-EA_A-1/R$ from total energies at the same $\gamma$. Subtracting, and using $J^0_D=\varepsilon_H^D+IP_D$,

$$\omega_{CT}-(IP_D-EA_A-1/R)=(\varepsilon_L^A+EA_A)-J^0_D .$$

At $\gamma_D$ the donor term is zero and the acceptor term is unconstrained: $-0.063099+0.053326=-0.009773$ Ha $=-0.27$ eV, relative to the Mulliken value $0.385202-0.053326-0.020000=0.311876$. Making $J^-_A$ vanish does not by itself remove this defect, because $J^-_A$ involves the HOMO of the anion and the defect the LUMO of the neutral: $\varepsilon_L^A+EA_A=J^-_A+[\varepsilon_L^A-\varepsilon_H(A^-)]=0.004082-0.013855$. At $\gamma_D$ the bracket is the larger term and has the opposite sign. This Mulliken value, itself approximate and evaluated at $\gamma_D$, lies between the pair result and the separately tuned prediction $0.321521$. The latter serves only as a consistency reference: IP tuning of A fixes $J^0_A$ and places no condition on $\varepsilon_L^A+EA_A$.

With IP tuning the inconsistencies vanish when $\gamma_D=\gamma_A$; $\Delta E$ alone may also vanish if the slope changes sign and its integral cancels, with the excitation shifts left in place. Properties of the donor alone, including the ionization energy of the pair, are unaffected. Using one $\gamma$ for the pair and both fragments restores additivity by statement 1, but at least one fragment then violates its tuning condition: near $\gamma_D$, at $\gamma=0.52$, the HOMO of F₂ lies $0.026$ Ha above minus its ionization energy.

## Computed values

```
uniform gas SR exchange per electron (n=0.5, g=0.8): -0.254888 Ha
inputs: F-F 2.67 bohr, N-H 1.91 bohr, HNH 107.0 deg, R 50.0 and 100.0 bohr
g 0.25 1/bohr: J0_D +0.07904  J0_A +0.09575  Jm_A +0.06964 Ha
g 0.38 1/bohr: J0_D +0.03559  J0_A +0.05529  Jm_A +0.03408 Ha
g 0.52 1/bohr: J0_D +0.00267  J0_A +0.02627  Jm_A +0.00643 Ha
g 0.68 1/bohr: J0_D -0.02236  J0_A +0.00399  Jm_A -0.01668 Ha
g 0.85 1/bohr: J0_D -0.03932  J0_A -0.01256  Jm_A -0.03463 Ha
g 1.05 1/bohr: J0_D -0.05152  J0_A -0.02642  Jm_A -0.04990 Ha
gD, IP-tuned NH3: 0.5341 1/bohr
gA, IP-tuned F2: 0.7160 1/bohr
IP-tuned pair: 0.5341 1/bohr
root of Jm for F2: 0.5596 1/bohr
gap-tuned F2: 0.6274 1/bohr
gap-tuned pair, from fragments: 0.5452 1/bohr
gap-tuned pair, supermolecule: 0.5453 1/bohr
gap-tuned pair, linearised: 0.5454 1/bohr
slopes s1 (J0_D) -0.1796, s2 (Jm_A) -0.1597 Ha bohr
E_D(gD): -56.377243 Ha
E_A(gA): -199.159725 Ha
E_A(gD): -199.178086 Ha
E_pair(gD), R1: -255.555329 Ha
E_pair(gD), R2: -255.555329 Ha
eps_H D(gD): -0.385202 Ha
IP D(gD): 0.385202 Ha
emptied level of D+: -0.388967 Ha
eps_H A(gD): -0.595129 Ha
eps_L A(gD): -0.063099 Ha
eps_L A(gA): -0.043681 Ha
EA A(gD): 0.053326 Ha
pair J0(gD): -0.000000 Ha
pair Jm(gD): 0.004080 Ha
isolated A Jm(gD): 0.004082 Ha
electrons on F2: pair cation 18.0000, pair anion 19.0000
dE_A/dg at gD: total 0.10139, LR exact -7.39158, SR 7.49297 Ha bohr
additivity residual at gD: R1 -3.4e-09, R2 1.4e-11 Ha
integral of slope, gA to gD: -0.018361 Ha
size error IP tuning: R1 -0.018361, R2 -0.018361 Ha = -0.500 eV
size error gap tuning: -0.007985 Ha = -0.217 eV
F2 lowest singlet: alone gA 0.160027, alone gD 0.155097 Ha
F2 lowest singlet in pair: R1 0.155097, R2 0.155097 Ha
spectator shift: -0.004930 Ha = -0.134 eV
CT at R1: TDA 0.302112, formula 0.302103 Ha; TDA 8.221 eV
CT at R2: TDA 0.312104, formula 0.312103 Ha
CT at R1 from separately tuned fragments: 0.321521 Ha
CT shift eps_L(gD)-eps_L(gA): -0.019418 Ha = -0.528 eV
Mulliken IP - EA - 1/R1 at gD: 0.311876 Ha
Mulliken defect eps_L+EA: -0.009773 Ha = -0.266 eV
```
